Edwards-Wilkinson structure factor from a flat start, derived in two ways

Atoms arriving from a vapour land at random places on a crystal surface. Some regions receive more than their share and rise above the mean plane; others fall behind. If atoms then tend to move from high places to low ones, the surface is smoothed while it is being roughened. Smoothing a short bump takes less transport over a shorter distance than smoothing a long one, so the balance should be reached at different times for different wavelengths. How much roughness does each wavelength hold after a growth time t, if the surface began flat?

The model and the quantity sought

Let h(x,t) be the height measured from the plane that advances at the mean growth velocity v. The position x lies on a d-dimensional substrate of side L with periodic boundaries; a real surface has d = 2. The Edwards-Wilkinson equation is

∂h/∂t = n∇²h + η(x,t), n > 0. (1)

On a hilltop ∇²h is negative and the first term lowers the surface; in a valley it raises it. The coefficient n is called a surface tension, but its unit is length²/time, not energy per area. The noise η has zero mean and covariance

⟨η(x,t)η(x′,t′)⟩ = 2D δ(x−x′)δ(t−t′). (2)

The covariance strength is thus 2D, not D. Angle brackets denote an average over many independent growth runs. The Fourier convention is

h_q(t) = L^(−d/2) ∫ h(x,t) e^(−iq·x) dx,
h(x,t) = L^(−d/2) Σ_q h_q(t) e^(iq·x), (3)

where each component of q is an integer multiple of 2π/L. The structure factor is S(q,t) = ⟨|h_q(t)|²⟩. Another normalization in (3) would multiply S by a constant. For h(x,0) = 0 and q ≠ 0 the result is

S(q,t) = (D/(nq²)) [1 − exp(−2nq²t)]. (4)

First derivation: the history of one Fourier mode

Multiply (1) by L^(−d/2)e^(−iq·x) and integrate over the substrate. Two integrations by parts move the Laplacian onto the exponential. The boundary terms cancel by periodicity, and ∇²e^(−iq·x) = −q²e^(−iq·x). With λ = nq²,

dh_q/dt = −λh_q + η_q(t). (5)

Each mode has its own equation because (1) is linear and n is the same everywhere. The transformed noise has the covariance

⟨η_q(t)η*_q′(t′)⟩
= L^(−d) ∫∫ e^(−iq·x + iq′·x′) 2D δ(x−x′)δ(t−t′) dx dx′
= 2D δ(t−t′) L^(−d) ∫ e^(−i(q−q′)·x) dx
= 2D δ_qq′ δ(t−t′). (6)

The last integral is L^d if q = q′. Otherwise it runs over whole periods and vanishes. The volume factors therefore cancel, and different modes receive uncorrelated noise.

To solve (5), multiply by e^(λt). The product rule gives

d(e^(λt)h_q)/dt = e^(λt)(dh_q/dt + λh_q) = e^(λt)η_q(t).

Integrate from 0 to t, use h_q(0) = 0, and divide by e^(λt):

h_q(t) = ∫₀ᵗ e^(−λ(t−s)) η_q(s) ds. (7)

The present amplitude is the sum of all past noise, each contribution reduced by the smoothing since its arrival. Multiply (7) by its complex conjugate, average, and insert (6) with q′ = q:

S(q,t) = ∫₀ᵗ∫₀ᵗ e^(−λ(t−s)) e^(−λ(t−s′)) 2D δ(s−s′) ds ds′
= 2D ∫₀ᵗ e^(−2λ(t−s)) ds.

The delta function sets s′ = s, which lies inside the range of integration, so its full weight counts. The two decay factors multiply, and this is the origin of the 2 in the exponent. With the age u = t−s,

S(q,t) = 2D ∫₀ᵗ e^(−2λu) du
= 2D [1 − e^(−2λt)]/(2λ)
= (D/λ)[1 − e^(−2λt)]. (8)

Putting λ = nq² back gives (4). The 2 of the covariance strength has cancelled the 2 from the squared decay.

Second derivation: correlations spreading in real space

The same result follows without solving for the height in any single run. Define the equal-time correlation C(x,x′,t) = ⟨h(x,t)h(x′,t)⟩. Over a short interval Δt,

h(x,t+Δt) = h(x,t) + nΔt ∇²h(x,t) + ε(x),

where ε is the noise integrated over the interval. Integrating (2) over both times gives ⟨ε(x)ε(x′)⟩ = 2DΔt δ(x−x′). The new noise is independent of the height already present, so ⟨h(x,t)ε(x′)⟩ = 0. Multiply the expressions for h at x and at x′, average, and keep first order in Δt:

C(x,x′,t+Δt) = C + nΔt(∇ₓ² + ∇ₓ′²)C + 2DΔt δ(x−x′).

The noise term is of first order although it is a product of two increments, because its variance is proportional to Δt.

The flat start, the equation and the noise statistics are unchanged by a shift along the substrate. Hence C depends on r = x−x′ alone, and both Laplacians equal the Laplacian in r. Dividing by Δt and letting it go to zero gives

∂C/∂t = 2n∇²C + 2D δ(r), C(r,0) = 0. (9)

This is a diffusion equation with diffusion coefficient 2n and a steady source at the origin. Noise makes a point correlated with itself, and smoothing spreads that correlation to its neighbours. The coefficient is 2n because the heights at both ends of the separation are being smoothed.

On an infinite substrate, a unit source released at r = 0 has spread after a time u to

G(r,u) = (8πnu)^(−d/2) exp(−r²/(8nu)).

Adding the releases of all ages gives

C(r,t) = 2D ∫₀ᵗ G(r,u) du. (10)

On the periodic substrate G is replaced by the sum of its copies displaced by multiples of L in each direction.

The structure factor is the Fourier transform of C. From (3),

S(q,t) = L^(−d) ∫∫ C(x−x′,t) e^(−iq·(x−x′)) dx dx′ = ∫ C(r,t) e^(−iq·r) dr, (11)

since for each r the remaining integral gives L^d. For an allowed q, e^(−iq·r) has the same value on all displaced copies. Integrating the sum of copies over one cell therefore equals integrating G over all space. In each direction, complete the square:

−r²/(8nu) − iqr = −(r + 4inuq)²/(8nu) − 2nq²u.

The shifted Gaussian still integrates to √(8πnu), which cancels the prefactor. The product over directions is e^(−2nq²u), where q² is now the full squared wave number. Equations (10) and (11) then give S = 2D∫₀ᵗe^(−2nq²u)du, the integral in (8), and hence (4).

A numerical solution of the covariance equation on a ring supports this result without assuming that modes decouple. In dimensionless units the ring had length 20, with n = 0.7, D = 1.3 and t = 3. Solutions with 32 and 64 points were extrapolated to zero spacing. For the two longest wavelengths, and for starts with S(q,0) = 0 and 0.8, the largest relative deviation from the formula was 2.8×10⁻⁶. For the second start the formula includes the initial term derived below.

What each derivation assumes

As written, both assume a linear equation with uniform n, and noise that is uncorrelated in space and time. Neither needs Gaussian noise, because S contains second moments alone. They differ in where the assumptions enter and in what can be relaxed.

The first derivation uses plane waves from the outset and keeps the whole noise history. It can therefore treat noise with a memory. Suppose δ(t−t′) times 2D is replaced by K(t−t′) = (D/τ)e^(−|t−t′|/τ), whose time integral is also 2D. At late times, with ages u and u′ and twice the part where u′ > u,

S(q,∞) = 2 ∫₀^∞ e^(−2λu) du ∫₀^∞ e^(−λw) K(w) dw
= (1/λ)(D/τ)/(λ + 1/τ)
= D/[nq²(1 + nq²τ)]. (12)

White noise is a good approximation to the late spectrum when nq²τ ≪ 1. The second derivation, as written, fails for this noise: the next increment is correlated with earlier ones and hence with the present height, so ⟨hε⟩ is not zero.

The second derivation asks for less knowledge of the solution. Before translation invariance is used, its covariance equation can also be written for an n that varies from place to place. For a downhill current −n∇h, which conserves the deposited material, the operator acting on C is ∇ₓ·(n(x)∇ₓ) + ∇ₓ′·(n(x′)∇ₓ′). Plane waves then no longer decouple and (5) is lost. The price is that C describes one time at once. The first route gives correlations between times directly: for t′ > t, h_q(t′) is e^(−λ(t′−t))h_q(t) plus later, uncorrelated noise, so

⟨h_q(t′)h*_q(t)⟩ = e^(−λ(t′−t)) S(q,t).

Limits, and a start that is not flat

For 2nq²t ≪ 1, expanding the exponential to second order gives

S = 2Dt[1 − nq²t + …]. (13)

Smoothing has not yet acted, and every such wavelength carries the same power 2Dt. At q = 0 smoothing never acts, and S(0,t) = 2Dt at all times: this is the wandering of the total deposited amount. For 2nq²t ≫ 1 the exponential is negligible and S → D/(nq²), a balance between noise and smoothing. The two regimes meet near qξ = 1, with

ξ(t) = √(2nt). (14)

Differentiating (8) gives dS/dt = 2De^(−2λt) = 2D − 2λS. If the start has a spectrum S₀(q), uncorrelated with the later noise, this same equation has the solution

S(q,t) = D/λ + (S₀ − D/λ)e^(−2λt). (15)

A mode with S₀ above D/(nq²) becomes smoother during growth, and one below it becomes rougher. The flat start is the case S₀ = 0. If n were negative, (4) would still solve the linear equation, but it would grow exponentially and there would be no late balance.

The noise strength of random deposition

Let atoms of volume Ω arrive independently. A patch of area A receives in time Δt a Poisson number N with mean vAΔt/Ω. Its height rises by ΩN/A. Since a Poisson variance equals its mean, the variance of the rise is

(Ω/A)² · vAΔt/Ω = ΩvΔt/A.

Integrating the noise over Δt and averaging it over the patch gives, from (2), the variance 2DΔt/A. Therefore

2D = Ωv, (16)

provided that arrival noise is the sole noise. Random hops between neighbouring sites conserve the number of atoms. At long wavelengths the strength of their noise is therefore proportional to q², and it does not add to the constant 2D.

A film of one thousand layers

Take cubic sites of edge a = 0.3 nm, a deposition rate of 1 monolayer/s, n = 0.02 nm²/s and t = 1000 s. These are round model parameters. Then Ω = a³ = 0.027 nm³ and v = 0.3 nm/s, so the film is 300 nm thick. Equation (16) gives

2D = 0.027 × 0.3 = 0.0081 nm⁴/s, D = 0.00405 nm⁴/s.

The crossover length is ξ = √(2 × 0.02 × 1000) = 6.3 nm. Since the crossover is at qξ = 1, the corresponding wavelength is 2πξ, about 40 nm.

At a wavelength of 40 nm, q = 2π/40 = 0.157 nm⁻¹ and 2nq²t = 0.987. The late limit is 0.00405/(0.02 × 0.157²) = 8.21 nm⁴. The fraction reached is 1 − e^(−0.987) = 0.627, so S = 5.15 nm⁴.

At 10 nm the exponent is 15.8; the mode is saturated at S = 0.513 nm⁴. At 160 nm the exponent is 0.062 and S = 7.86 nm⁴, which is 3% below 2Dt = 8.10 nm⁴, as (13) predicts, but 6% of the late limit of 131 nm⁴. The relaxation times 1/(2nq²) are 63 s, 1013 s and 16,211 s: four times the wavelength needs sixteen times the time.

A simulation with Poisson arrivals on 16 × 16 sites, with the same a, rate and n, tests (4) and (16) together. It used 4000 runs of 20 s in steps of 0.25 s. At q = 1.309 nm⁻¹ it gave S = 0.0891 nm⁴ against 0.0882 nm⁴ from (4); at 1.851 nm⁻¹ it gave 0.0566 against 0.0553 nm⁴. The excesses are 1.0% and 2.3% of the formula. Sampling contributes about 1%. The finite lattice lowers the damping rate by about (0.393)²/12 = 1.3%, where 0.393 is 2π/16, and so raises S. The finite time step Δt also raises it. For the discrete model S obeys S(t+Δt) = (1−λΔt)²S(t) + 2DΔt, with λ the lattice rate. Iterating this recursion puts the two modes 1.3% and 2.1% above (4), about half from the lattice and half from the time step. The simulated values lie within 0.3% of these, inside the sampling error.

From the spectrum to the total roughness

Let W² be the mean-square height about the instantaneous mean of the surface. The q = 0 mode is then excluded, and orthogonality of the plane waves in (3) gives W² = L^(−2)Σ_(q≠0)S for d = 2. For L ≫ ξ the sum becomes an integral, with one mode per area (2π/L)² of q space. A surface with L²/a² sites has that many modes. A disc of radius Λ holds πΛ²L²/(2π)² modes, so Λ² = 4π/a². With x = 2nq²t, for which dq/q = dx/(2x),

W² = (1/2π) ∫₀^Λ q S dq
= (D/(2πn)) ∫₀^Λ (1 − e^(−2nq²t)) dq/q
= (D/(4πn)) ∫₀^X (1 − e^(−x)) dx/x, X = 2nΛ²t. (17)

For X ≪ 1 the last integral is X, and W² = DΛ²t/(2π) = 2Dt/a². This is random deposition without smoothing. For X ≫ 1, splitting the integral at x = 1 gives ln X + γ, up to an exponentially small term, where

γ = ∫₀¹(1 − e^(−x))dx/x − ∫₁^∞ e^(−x)dx/x = 0.577

is Euler's constant. The roughness then grows logarithmically:

W² ≈ (D/(4πn)) [ln(2nΛ²t) + γ]. (18)

Here X = 5585, and

W² = 0.00405/(4π × 0.02) × (8.628 + 0.577) = 0.148 nm²,

so W = 0.39 nm. Without smoothing the same deposition would give W = 0.3 × √1000 = 9.5 nm. A direct mode sum for a box of side 180 nm gives W² = 0.14808 nm², against 0.14833 nm² from (17). The difference matches the omitted uniform mode, 2Dt/L² = 8.1/180² = 0.00025 nm². The longest wave in the box, of wavelength L, reaches its crossover when 2πξ = L. By ξ ≈ L/3 it is about 99% saturated and W has all but stopped growing.

The value of W depends on how the shortest waves are treated. With the nearest-neighbour Laplacian of a square lattice in place of q² and the disc, the same parameters give W² = 0.163 nm² and W = 0.40 nm. If the smoothing is carried out by random downhill hops of whole atoms, the noise of those hops adds to the short waves and raises W further. The mean-square slope is L^(−2)Σq²S. With all modes saturated up to a cutoff Q, it is

(D/(2πn)) ∫₀^Q q dq = DQ²/(4πn).

For Q = Λ this is D/(na²) = 2.25, which is not a small slope. At atomic distances, (1) is therefore a definition of the model and not a controlled small-slope approximation. Keeping wavelengths above 10 nm gives a root-mean-square slope below 0.08. The long-wave values of S are on firmer ground than W.

Relation to real epitaxy

A site size of 0.3 nm and a rate of about one monolayer per second are ordinary for molecular-beam epitaxy. The value of n is a choice, and no typical value is claimed. In real growth, surface diffusion can add a damping κq⁴ to nq². The first derivation then holds with λ = nq² + κq⁴, provided that the noise of hopping is negligible beside that of arrival. The late S is then half of D/(nq²) where κq² = n. For the n of the example, κq² ≪ n requires κ ≪ 0.05, 0.8 and 13 nm⁴/s at 10, 40 and 160 nm. If κ is estimated as the layer rate times ℓ⁴, with ℓ the spacing of islands and a prefactor below one, this allows ℓ of a few nanometres at most. Where adatoms are mobile enough to space islands by ten nanometres or more, the q⁴ term governs these wavelengths and the worked numbers do not apply. Barriers to crossing step edges can drive atoms uphill and make the effective n negative. Reversing its sign at fixed magnitude multiplies (4) by e^(2|n|q²t). In the example this is a factor of 2.7 at 40 nm, but about seven million at 10 nm, where the linear equation must fail long before 1000 s. A growth rate that depends on slope, as when a surface grows along its local normal, adds a term proportional to (∇h)². Equation (1) omits this term, which can change the spectrum even at long wavelengths. Formula (4) is thus suited to growth from a flat start with a net downhill current and a negligible dependence of the growth rate on slope. The wavelength must be well above the atomic spacing and long enough that κq² ≪ n and that hopping noise, which falls as q², is weak compared with arrival noise. The values used here are collected in the numerical output.

Numbers as computed

```
site edge a = 0.300 nm
deposition rate = 1.000 monolayer/s
smoothing coefficient n = 0.0200 nm^2/s
growth time = 1000.0 s
atomic volume = 0.02700 nm^3
growth velocity = 0.300 nm/s
noise covariance strength 2D = 0.00810 nm^4/s
D = 0.00405 nm^4/s
film thickness = 300.0 nm
crossover length sqrt(2nt) = 6.325 nm
early-time limit 2Dt = 8.1000 nm^4
wavelength 10 nm: q = 0.62832 nm^-1
  relaxation time 1/(2nq^2) = 63.33 s
  exponent 2nq^2t = 15.79137
  S = 0.51294 nm^4, late limit = 0.51294 nm^4
  saturated fraction = 1.000000
wavelength 40 nm: q = 0.15708 nm^-1
  relaxation time 1/(2nq^2) = 1013.21 s
  exponent 2nq^2t = 0.98696
  S = 5.14820 nm^4, late limit = 8.20702 nm^4
  saturated fraction = 0.627292
wavelength 160 nm: q = 0.03927 nm^-1
  relaxation time 1/(2nq^2) = 16211.39 s
  exponent 2nq^2t = 0.06169
  S = 7.85523 nm^4, late limit = 131.31225 nm^4
  saturated fraction = 0.059821
cutoff wave number = 11.8164 nm^-1
cutoff argument 2n(cutoff)^2t = 5585.1
mean-square roughness, formula = 0.14833 nm^2
mean-square roughness, mode sum = 0.14808 nm^2
side of box in mode sum = 180.0 nm
roughness W with smoothing = 0.3851 nm
roughness W without smoothing = 9.4868 nm
ring test: largest relative error = 2.8e-06
simulation: 16 x 16 sites, 4000 samples, t = 20.0 s
  q = 1.3090 nm^-1: simulated S = 0.08908 nm^4, formula S = 0.08817 nm^4
  q = 1.8512 nm^-1: simulated S = 0.05656 nm^4, formula S = 0.05528 nm^4
  q = 0: simulated S = 0.15983 nm^4, 2Dt = 0.16200 nm^4
```
